Metal-induced gap states in a two-band chain and their branch point

Q: A semiconductor has no states in its gap. How can contact with a metal put any there?

A: The gap excludes bulk states, which must stay finite in both directions. A semiconductor that ends at a metal need only have states that stay finite into its depth, so a solution that decays away from the contact is admissible if the metal can supply its other half. I will test this on a chain where each step can be carried out in full.

Take one electron, orthogonal orbitals, and a cell of length a. Valence orbitals B sit at x = n and conduction orbitals A at x = n + 1/2, with x counted in cells. Neighbouring A and B are joined by a hopping t > 0, neighbouring B orbitals by a hopping −τ with τ ≥ 0. The on-site energies are E_c for A and E_v − 2τ for B, with E_c > E_v. The amplitudes obey

E A_{n+1/2} = E_c A_{n+1/2} + t(B_n + B_{n+1})

E B_n = (E_v − 2τ)B_n + t(A_{n+1/2} + A_{n−1/2}) − τ(B_{n+1} + B_{n−1}).

The chain is symmetric under inversion about any site. That will matter.

Q: You have named two parameters E_v and E_c. Are they really the band edges?

A: For a Bloch wave of phase k per cell, write c = 2 + 2cos k = 4cos²(k/2). The diagonal energy of B is E_v − 2τ − 2τ cos k = E_v − τc, and the product of the two off-diagonal elements is t²c. Hence

(E − E_c)(E − E_v + τc) = t²c.

A real k has 0 ≤ c ≤ 4. If E_v < E < E_c, the left side is negative and the right side is not, so there is no Bloch state. At k = π, c = 0 and the energies are E_v and E_c. These are therefore the edges.

Solving for c gives

c = (E − E_c)(E − E_v)/[t² − τ(E − E_c)].

Near the edge k = π + δ, and c ≈ δ². With g = E_c − E_v, the two bands start as

E − E_c ≈ t²δ²/g,  E_v − E ≈ (t² + τg)δ²/g.

Mass is inversely proportional to curvature, so the ratio of conduction to valence mass, both taken positive, is

ρ = m_c/m_v = 1 + τg/t².

The hopping τ makes the masses unequal. This lets us distinguish midgap from any other special energy.

Q: Then what does the decaying solution look like inside the gap?

A: Continue the wave number from the zone edge into the complex plane, k = π + iκ with κ > 0, and try

B_n = β(−1)^n e^{−κn},  A_{n+1/2} = α(−1)^n e^{−κ(n+1/2)}.

Let s = sinh(κ/2) and y = E_c − E. In the A equation,

B_n + B_{n+1} = β(−1)^n (e^{−κn} − e^{−κ(n+1)}) = 2sβ(−1)^n e^{−κ(n+1/2)},

so that −yα = 2tsβ, or

α = −2tsβ/y.

In the B equation, the two A neighbours add to −2sα and the two B neighbours to −2cosh κ β, each times (−1)^n e^{−κn}. Since cosh κ − 1 = 2s²,

Eβ = (E_v + 4τs²)β − 2tsα.

Insert α and divide by β:

E − E_v = 4s²(t²/y + τ)

4 sinh²(κ/2) = (E − E_v)(E_c − E)/[t² + τ(E_c − E)].

This is the complex band. The right side is positive throughout the gap and vanishes at both edges. Because c is fixed uniquely by E, and e^{ik} enters through e^{ik} + e^{−ik} = c − 2, there is one decaying and one growing solution at each gap energy.

Near an edge, 4s² ≈ κ², and the formula reduces to effective-mass tunnelling: κ² ≈ gy/t² near E_c, and κ² ≈ g(E − E_v)/(t² + τg) near E_v. Neither approximation vanishes at the other band's edge; the full expression vanishes at both and joins them.

Q: A decaying solution of the bulk equations is not yet a solution of the junction. With the second-neighbour hopping τ, might you need a second decaying wave at the boundary?

A: Count the equations that the cut changes. Let the semiconductor start with B_0. The orbital A_{1/2} still has both neighbours B_0 and B_1, and B_1 still has B_0, so their equations are intact. The equation for B_0 alone has lost bulk terms. One decaying wave suffices.

For the metal take sites l = −1, −2, …, on-site energy ε_m and hopping −J with J > 0. A hopping t_c joins site −1 to B_0. The energy is E = ε_m − 2J cos θ, and for 0 < θ < π the wave e^{iθl} moves toward the contact, because dE/dθ = 2J sin θ > 0. Assume that the metal band covers the gap, and write

ψ_l = e^{iθl} + R e^{−iθl}.

At site −1, the metal's own equation would contain −Jψ_0, where the continued wave has ψ_0 = 1 + R. The real junction has t_cB_0 instead. Thus

−J(1 + R) = t_cβ.

At B_0, the bulk equation would contain tA_{−1/2} − τB_{−1}. The continued tail has A_{−1/2} = −αe^{κ/2} and B_{−1} = −βe^{κ}. The real junction has t_cψ_{−1} instead, so

t_cψ_{−1} = −tαe^{κ/2} + τβe^{κ} = Λβ

Λ = t²(e^{κ} − 1)/y + τe^{κ},

where 2s e^{κ/2} = e^{κ} − 1 was used. Λ is real and positive.

Now eliminate R = −1 − t_cβ/J:

ψ_{−1} = e^{−iθ} + Re^{iθ} = −2i sin θ − t_cβe^{iθ}/J

β = −2i t_c sin θ/(Λ + t_c²e^{iθ}/J).

The denominator has imaginary part (t_c²/J) sin θ, which is nonzero for t_c ≠ 0. A matched state therefore exists at every gap energy.

Q: If the metal wave enters the semiconductor, is current lost into the gap?

A: No. Putting β back into R gives

1 + R = 2i t_c² sin θ/(JΛ + t_c²e^{iθ}).

Subtract 1 and use 2i sin θ = e^{iθ} − e^{−iθ}:

R = −(JΛ + t_c²e^{−iθ})/(JΛ + t_c²e^{iθ}).

Numerator and denominator are complex conjugates apart from the sign, so |R| = 1. The wave is totally reflected, and its tail carries no steady current. These tails are the metal-induced gap states: they are ends of metal states, not separate levels of the semiconductor.

Q: How much state density do they bring?

A: On the half-line, the incoming and reflected parts each contribute πδ(θ − θ′) to the normalization, together 2πδ(θ − θ′). The density per unit energy and spin on a site of amplitude ψ is therefore

|ψ|²/(2π) · dθ/dE = |ψ|²/(4πJ sin θ).

On B_0 this is D_0 = |β|²/(4πJ sin θ). Let q = |α/β|. The B sites contribute D_0 Σ e^{−2κn}, and the A sites D_0 q² Σ e^{−2κ(n+1/2)}, with n from 0 upward. The sum over the semiconductor is

D = D_0(1 + q²e^{−κ})/(1 − e^{−2κ}).

The contact hopping t_c changes D_0, but neither κ nor q. Where the contact is weak, t_c²/J ≪ Λ, D_0 is proportional to t_c²: there are fewer gap states, with the same decay and the same composition. Since Λ > τ, this holds across the whole gap once t_c²/J ≪ τ. For τ = 0 it fails close to E_v, where Λ tends to zero, and the density piles up near that edge instead of vanishing.

Q: You speak of composition. A gap state belongs to neither band. What could "valence character" mean for it?

A: It needs a definition. At k = π the two orbitals decouple: the state at E_v lies purely on B and the state at E_c purely on A. Strip the exponential from the tail and compare what remains with these two edge states. The conduction weight is

w_c = α²/(α² + β²) = q²/(1 + q²),

and the valence weight is 1 − w_c. The ratio can be read from the actual amplitudes without first knowing κ:

q² = |A_{n+1/2}|²/|B_n B_{n+1}|,

because the geometric mean of the two neighbours carries the same exponential as the A site between them.

From α = −2tsβ/y and the complex band,

q² = 4t²s²/y² = t²(E − E_v)/{(E_c − E)[t² + τ(E_c − E)]}.

As E rises through the gap, the numerator grows and both factors of the denominator fall or stay constant. So q² rises steadily from zero to infinity, and w_c from 0 to 1. The character changes continuously. "Switch" can only mean the single energy at which the larger weight changes hands.

Q: Surely that energy is midgap, by fairness between the bands?

A: Fairness would require equal masses. For τ = 0 it holds: q² = (E − E_v)/(E_c − E), so w_c = (E − E_v)/g, a straight line through 1/2 at midgap. For τ > 0, ask how the decay rate depends on the composition. The two amplitude equations are

(E_c − E)α + 2tsβ = 0

−2tsα + (E_v + 4τs² − E)β = 0.

Multiply the first by α, the second by −β, and add:

F = (E_c − E)α² + 4tsαβ − (E_v + 4τs² − E)β² = 0.

The derivative of F with respect to α is twice the first equation, and with respect to β it is minus twice the second. Both vanish. When E changes along the complex band, the changes of α and β therefore drop out of dF/dE = 0. With ds/dκ = cosh(κ/2)/2, what remains is

β² − α² + (dκ/dE) cosh(κ/2)[2tαβ − 4τsβ²] = 0.

Since α and β have opposite signs, αβ = −qβ². Divide by β²:

dκ/dE = (1 − q²)/{cosh(κ/2)[2tq + 4τs]}.

The denominator is positive inside the gap. The decay rate rises with energy while valence weight dominates, is stationary when the weights are equal, and falls while conduction weight dominates. The maximum of κ is the branch point, so the character changes hands there, whatever the mass ratio in this model.

Q: Why call a maximum of κ a branch point?

A: View the same relation at fixed κ. The two energies solve

E² − (E_c + E_v + 4τs²)E + E_c(E_v + 4τs²) + 4t²s² = 0,

whose discriminant is (g − 4τs²)² − 16t²s². For small κ it is positive, and two real energies lie in the gap, one on the valence side and one on the conduction side. As κ grows, they meet where the discriminant first vanishes, and just beyond that they become a complex pair. The energy as a function of κ has a square-root branch point where they meet, and this is the top of the curve κ(E).

Q: Where is it, then?

A: Set q² = 1, with E − E_v = g − y:

t²(g − y) = y(t² + τy)

τy² + 2t²y − gt² = 0.

For τ > 0 the positive root is y = [−t² + √(t⁴ + τgt²)]/τ = t²(√ρ − 1)/τ. Since τ = t²(ρ − 1)/g, this becomes y = g/(1 + √ρ), which also holds for τ = 0. Hence

E_b = E_c − y = (E_v + √ρ E_c)/(1 + √ρ).

Setting q = 2ts/y = 1 also gives the largest decay rate:

2 sinh(κ_b/2) = g/[t(1 + √ρ)].

Here ρ ≥ 1, so the branch point lies at midgap or above it, toward the heavier conduction band. This is a result for this chain, not a rule for three-dimensional semiconductors.

Q: Show me numbers in which midgap and branch point cannot be confused.

A: Choose round model parameters: E_v = 0, E_c = 2 eV, t = τ = 1.6 eV, a = 0.5 nm, ε_m = 0.5 eV, J = 3 eV and t_c = 2 eV. The metal band runs from −5.5 to 6.5 eV and covers the gap. Then

ρ = 1 + 1.6 × 2/1.6² = 2.25,  √ρ = 1.5

E_b = 1.5 × 2/2.5 = 1.2 eV,

which is 0.2 eV above midgap. Also 2 sinh(κ_b/2) = 2/(1.6 × 2.5) = 0.5, so κ_b = 0.495 per cell, or 0.990 per nm. The density falls by a factor e over

a/(2κ_b) = 0.5/(2 × 0.495) = 0.505 nm.

An explicit junction was also solved numerically, with the metal's far end made absorbing. The largest measured decay rate and the equality of the measured weights were located separately. Both fell at 1.200 eV. The slope relation, the reflection amplitude and the site densities were tested on the same junction.

Across the gap:

E = 0.20 eV: κ = 0.257 per cell, w_c = 0.050
E = 1.00 eV: κ = 0.486 per cell, w_c = 0.381
E = 1.20 eV: κ = 0.495 per cell, w_c = 0.500
E = 1.80 eV: κ = 0.352 per cell, w_c = 0.889

At midgap the tail is still mostly of valence character.

Q: And the strength of the tail at the branch point?

A: The metal phase is θ = 1.688, and |β| = 0.844 for a unit incoming wave. So

D_0 = 0.844²/(4π × 3 × sin 1.688) = 0.0190 per eV and spin.

The first A site has e^{−κ_b} times this, 0.0116, because q = 1. The semiconductor sum is

D = (0.0190 + 0.0116)/(1 − e^{−0.990}) = 0.0487 per eV and spin.

The sum is larger toward the edges: 0.133 at 0.20 eV and 0.097 at 1.80 eV. The formulas explain this. Toward E_v, Λ tends to τ, so D_0 stays finite while 1/(1 − e^{−2κ}) grows as 1/(2κ). Toward E_c, Λ ≈ t√(g/y), so D_0 falls in proportion to y; but q² ≈ g/y, the density on the first A site stays finite, and the same factor 1/(2κ) makes the sum grow. Close enough to either edge, the long tail dominates the sum. At the two energies quoted, the first sites contribute to the rise as well: B_0 and A_{1/2} together carry 0.053 at 0.20 eV and 0.049 at 1.80 eV, against 0.031 per eV and spin at the branch point.

Q: At 1.20 eV you quote 0.0190 on B_0 and 0.0116 on A_{1/2}. Those are not equal weights.

A: They are raw densities, and A_{1/2} is half a cell deeper. Comparing A_{n+1/2} with B_n gives the ratio q²e^{−κ}; comparing it with B_{n+1} gives q²e^{κ}. The two choices of cell put the raw crossing at different energies.

For the first choice, q = e^{κ/2}. With q = 2ts/y this means t(1 − e^{−κ}) = y, so e^{−κ} = 1 − y/t and

4s² = (1 − e^{−κ})²/e^{−κ} = y²/(t² − ty).

Equate this to the complex band with τ = t:

y(t + y) = (g − y)(t − y), hence y = gt/(2t + g) = 3.2/5.2 = 0.615 eV.

The crossing is at 1.385 eV. For the second choice, q = e^{−κ/2} gives e^{κ} = 1 + y/t and 4s² = y²/(t² + ty). With τ = t the denominators are equal, leaving y = g − y: the crossing is at 1.000 eV. Its agreement with midgap comes from the choice τ = t and has no deeper meaning. Removing the envelope removes this dependence on the cut.

Q: Does the equality hold in every two-band chain?

A: No. Inversion symmetry was used when B_n and B_{n+1} entered the A equation with equal hoppings. Take instead sites at ±Δ, no τ, and alternating hoppings t₁ and t₂:

(E − Δ)A_n = t₁B_n + t₂B_{n+1}

(E + Δ)B_n = t₁A_n + t₂A_{n−1}.

With a factor −e^{−κ} per cell, multiplying the two relations gives

E² − Δ² = t₁² + t₂² − 2t₁t₂ cosh κ.

The largest κ is at E = 0. There the same ratio of site amplitudes is

q² = |A_n|²/|B_nB_{n+1}| = (t₁ − t₂e^{−κ})²e^{κ}/Δ².

If t₁ = t₂ = t, this is 4t²s²/Δ² = 1, as before. For Δ = 1 eV, t₁ = 1.8 eV and t₂ = 1.4 eV, cosh κ = 6.2/5.04, so κ = 0.666 and q² = 2.27. The branch point remains, but equal site weights no longer mark it. Site weights are also no longer band weights here, because at k = π the coupling t₁ − t₂ = 0.4 eV mixes the orbitals: the conduction edge state has amplitudes 0.982 on A and 0.189 on B. The stripped tail has α/β = −√2.27 = −1.508, and its projection on that edge state gives w_c = (0.189 − 0.982 × 1.508)²/(1 + 2.27) = 0.51. The equality of band weights is broken too, but only slightly in this example.

Q: Then have you derived the Schottky barrier?

A: No. I have derived, for one model chain, the gap states that a barrier calculation must include. The barrier also needs their occupation, the changes of density within the valence band and in the metal, and the electrostatic potential that follows from the total charge. I have calculated none of these, and a model with fixed site energies leaves out the response to that potential. In particular, w_c = 1/2 describes the composition of a tail. It does not prove that filling the tails up to E_b leaves the interface neutral, and it does not fix the Fermi level there.

The metal must also conduct at the energy considered. Where its band does not cover the gap, there is no incoming wave, and only discrete interface states could remain. The full set of values is in the numerical output.

Computed values

```
Valence edge, conduction edge: 0.0, 2.0 eV
Hoppings t, tau: 1.6, 1.6 eV; cell 0.5 nm
Metal on-site, J, contact t_c: 0.5, 3.0, 2.0 eV
Metal band: -5.5 to 6.5 eV
Edge masses m_v, m_c: 0.0529, 0.1191 electron masses
Mass ratio rho = m_c/m_v: 2.2500
Midgap energy: 1.0000 eV
Branch point, formula: 1.200000 eV
Largest decay, junction: 1.200000 eV
Equal weights, junction: 1.200000 eV
kappa at branch point: 0.494933 per cell
kappa at branch point: 0.9899 per nm
Density decay length there: 0.5051 nm
Table: E (eV), kappa (per cell), density decay length (nm),
  conduction weight w_c, LDOS on B_0 and A_1/2 (1/eV per spin),
  LDOS summed over the semiconductor (1/eV per spin)
  0.20 0.2565 0.9745 0.0497 0.05120 0.00207 0.13274
  0.60 0.4153 0.6019 0.1860 0.03276 0.00494 0.06682
  1.00 0.4855 0.5149 0.3810 0.02288 0.00866 0.05077
  1.20 0.4949 0.5051 0.5000 0.01901 0.01159 0.04871
  1.40 0.4838 0.5168 0.6292 0.01540 0.01611 0.05083
  1.80 0.3517 0.7108 0.8889 0.00738 0.04151 0.09677
Metal phase theta at branch point: 1.6877 rad
|beta| at branch point: 0.8438 (unit incoming wave)
|R| at branch point: 1.000000
Phase of R at branch point: 2.5714 rad
Raw-weight crossing, cell B then A: 1.3846 eV
Raw-weight crossing, cell A then B: 1.0000 eV
Energies at 0.9 kappa_b: 0.7291, 1.5937 eV
Imaginary part at 1.1 kappa_b: +/-0.4525 eV
No-inversion chain: sites +/-1.0 eV, hoppings 1.8, 1.4 eV
  kappa at its branch point (0 eV): 0.6661 per cell
  q^2 at its branch point: 2.2739
```
